\section*{Identical spinless nuclei: twice the classical Coulomb scattering at ninety degrees, part 2}

A $^{58}$Ni ion strikes a $^{58}$Ni nucleus at rest in a thin nickel foil. A detector at $45^\circ$ to the beam cannot tell the scattered ion from the recoil. How does the intensity there compare with the classical sum, and over what range of angles does the difference survive?

The model takes two identical spin-0 nuclei of charge number $Z$ and mass $M$, moving nonrelativistically under their Coulomb repulsion alone, in a single undisturbed collision. The beam energy is $T$, the relative speed $v$, the relative coordinate $\mathbf r=\mathbf r_1-\mathbf r_2$, the relative wave number $k=Mv/(2\hbar)$ and the Sommerfeld parameter $\eta=Z^2e^2/(4\pi\varepsilon_0\hbar v)$. The ion is scattered through $\theta$ in the centre-of-mass frame and through $\theta/2$ in the laboratory. At $\theta=90^\circ$ each nucleus leaves with energy $T/2$.

For a labelled pair the amplitude is
\begin{equation}
f(\theta)=-\frac{d}{2\sin^2(\theta/2)}
\exp\!\bigl[2i\sigma_0-i\eta\ln\sin^2(\theta/2)\bigr],
\qquad d=\frac\eta k ,
\label{eq:f2}
\end{equation}
with a constant phase $\sigma_0$. The classical impact parameter is $b=d\cot(\theta/2)$. A detector at $\theta$ also receives recoils from collisions in which the ion went through $\pi-\theta$, so the combined classical intensity is
\begin{equation}
C(\theta)=|f(\theta)|^2+|f(\pi-\theta)|^2 .
\label{eq:C}
\end{equation}
For identical spin-0 nuclei the relative wave function is even in $\mathbf r$. With normalization and the counting of both nuclei included, the intensity is
\begin{equation}
I(\theta)=2\times\tfrac12\,|f(\theta)+f(\pi-\theta)|^2
=|f(\theta)+f(\pi-\theta)|^2 .
\label{eq:I}
\end{equation}

The closing list of values also records numerical checks of these results: tests of the Coulomb wave, its far-field amplitude and its even partial waves at $\eta=1.3$, and a comparison of labelled particles with bosons on a small lattice, for a turn through $90^\circ$ and for an oblique direction.

\subsection{The result at ninety degrees}

At $\theta=\pi/2$ the angles $\theta$ and $\pi-\theta$ coincide, so the two amplitudes are equal in size and in phase:
\begin{equation}
I(\pi/2)=|2f(\pi/2)|^2=4|f(\pi/2)|^2,\qquad C(\pi/2)=2|f(\pi/2)|^2,
\end{equation}
\begin{equation}
\boxed{\,I(\pi/2)=2\,C(\pi/2)\,}
\end{equation}
For the Coulomb force $\sin^2(\pi/4)=\tfrac12$ gives $|f(\pi/2)|^2=d^2$, hence $C=2d^2$ and $I=4d^2$.

The step used nothing about $f$ except that it depends on $\theta$ alone. The factor two therefore holds at $90^\circ$ for any central force between identical spin-0 particles, provided $f(\pi/2)\neq0$. It is also the largest enhancement possible, because
\begin{equation}
2C(\theta)-I(\theta)=|f(\theta)-f(\pi-\theta)|^2\ge0 .
\end{equation}
What the Coulomb force decides is the value of $C$ and how quickly the enhancement disappears away from $90^\circ$.

\subsection{The interference at other angles}

Write $S=\sin^2(\theta/2)$ and $G=\cos^2(\theta/2)$. Replacing $\theta$ by $\pi-\theta$ exchanges $S$ and $G$. The common phase $2\sigma_0$ drops out of the squared modulus, and the two remaining phases differ by $\eta\ln(S/G)$. Expanding (\ref{eq:I}) gives
\begin{equation}
I=\frac{d^2}{4}\left[\frac1{S^2}+\frac1{G^2}
+\frac{2}{SG}\cos\!\Bigl(\eta\ln\frac SG\Bigr)\right],\qquad
C=\frac{d^2}{4}\,\frac{S^2+G^2}{S^2G^2}.
\end{equation}
In the quotient the cosine is multiplied by $2SG/(S^2+G^2)$. Since $SG=\tfrac14\sin^2\theta$ and $S+G=1$,
\begin{equation}
S^2+G^2=1-2SG=1-\tfrac12\sin^2\theta=\tfrac12(1+\cos^2\theta),
\end{equation}
and therefore
\begin{equation}
\frac{I}{C}=1+\frac{\sin^2\theta}{1+\cos^2\theta}\,
\cos\!\Bigl(\eta\ln\tan^2\frac\theta2\Bigr).
\label{eq:ratio}
\end{equation}
The prefactor is largest at $90^\circ$, where it equals one, and vanishes towards $0$ and $180^\circ$, where one of the two amplitudes dominates.

Now let $\theta=\pi/2+\delta$. The logarithm $\Lambda(\delta)=\ln\tan^2(\pi/4+\delta/2)$ vanishes at $\delta=0$. With $x=\pi/4+\delta/2$ its derivative is
\begin{equation}
\frac{d\Lambda}{d\delta}=\frac{1}{\sin x\cos x}=\frac{2}{\sin2x}=\frac2{\cos\delta},
\qquad\text{so}\qquad \Lambda=2\delta+\tfrac13\delta^3+\dots
\end{equation}
The prefactor becomes $\cos^2\delta/(1+\sin^2\delta)=1-2\delta^2+\dots$. Hence
\begin{equation}
\frac IC\simeq1+\cos(2\eta\delta),\qquad |\delta|\ll1,\quad \tfrac13\eta|\delta|^3\ll1 .
\label{eq:near}
\end{equation}
For $\eta\gg1$ several fringes fit in this range. The ratio falls from $2$ to $1$ at $|\delta|=\pi/(4\eta)$, nearly reaches zero at $\pi/(2\eta)$ and returns close to $2$ at $\pi/\eta$.

The spacing has a geometrical meaning. In the classical picture two orbits of the relative coordinate $\mathbf r$ lead to a detector near $90^\circ$, one for each assignment of the nuclei. They turn in opposite senses, and their outgoing straight parts run on opposite sides of the centre, each at distance $b$ from it. Two parallel rays $2b$ apart acquire a path difference $2b\,\delta$ when the direction of observation turns by a small $\delta$, hence a phase difference $2kb\,\delta$. At $90^\circ$ the Coulomb orbit has $b=\eta/k$, and this becomes $2\eta\delta$, in agreement with (\ref{eq:near}).

\subsection{Two limits and the return of the classical sum}

As $\eta\to0$ at fixed angle, the cosine in (\ref{eq:ratio}) tends to one. The enhancement then spreads over a broad range around $90^\circ$. As $\eta\to\infty$, the classical limit, the fringes become ever narrower. The ratio at $90^\circ$ stays at two, but the region around it shrinks as $1/\eta$, and no detector of fixed opening can resolve it.

Let a detector accept a full width $w$ centred on $90^\circ$, small enough for (\ref{eq:near}) and for $C$ to be taken as constant. The mean ratio is
\begin{equation}
\frac1w\int_{-w/2}^{w/2}\bigl[1+\cos(2\eta\delta)\bigr]d\delta
=1+\frac{\sin(\eta w)}{\eta w}.
\label{eq:avg}
\end{equation}
The extra intensity at the centre is balanced by the dark fringes beside it. For $\eta w\gg1$ the classical sum returns, although no phase has been lost in the collision itself.

\subsection{Worked example: nickel on nickel}

Take a $^{58}$Ni ion of $T=20$ MeV, with $Z=28$, striking a $^{58}$Ni nucleus at rest. For $M$ we use the rounded atomic mass, $57.94$ u; the nuclear mass is smaller by less than $0.1\%$, which does not matter here. Its speed is $0.02722$ of the speed of light. With the fine-structure constant $e^2/(4\pi\varepsilon_0\hbar c)\simeq1/137.04$,
\begin{equation}
\eta\simeq\frac{28^2}{137.04\times0.02722}\simeq210 .
\end{equation}
The unrounded value is $210.15$, and $k=3.7230$ fm$^{-1}$. The length that sets the scale is
\begin{equation}
d=\frac{210.15}{3.7230\ \text{fm}^{-1}}\simeq56.45\ \text{fm},
\end{equation}
which is also the impact parameter for $90^\circ$. With $1$ b $=100$ fm$^2$, the intensities at $90^\circ$ are
\begin{align}
|f|^2&=d^2\simeq31.86\ \text{b/sr},\\
C&=2d^2\simeq63.7\ \text{b/sr},\\
I&=4d^2\simeq127.4\ \text{b/sr}\simeq1.27\times10^{-22}\ \text{cm}^2/\text{sr}.
\end{align}
Numerical integration of the classical orbits also gives $31.86$ b/sr for the single term. These values refer to solid angle in the centre-of-mass frame. Conversion to the laboratory multiplies $I$ and $C$ by the same factor and leaves their ratio unchanged.

The ratio falls to one at $\pi/(4\eta)=0.00374$ rad $=0.214^\circ$ from $90^\circ$, and the fringes are $\pi/\eta=0.01495$ rad $=0.857^\circ$ apart. In the laboratory these angles are halved. A search on the full expression (\ref{eq:I}) finds the same values. At the first dark fringe, $\delta=\pi/(2\eta)=0.0075$ rad, the ratio is $1.1\times10^{-4}$. This is the deficit $2\delta^2$ of the prefactor, which appears because the two amplitudes there differ slightly in size.

A detector $0.10^\circ$ wide in the laboratory covers $w=0.20^\circ=0.00349$ rad. Then $\eta w=0.734$, and (\ref{eq:avg}) gives $1+0.670/0.734\simeq1.91$, in agreement with direct integration of $I$ and $C$. A window of $20^\circ$ in the centre-of-mass frame gives $0.987$. The remaining $1.3\%$ has the size $1/(\eta w)\simeq0.014$ expected from incomplete fringes at the edges. Formula (\ref{eq:avg}) should not be pressed further there, since the neglected phase $\eta\delta^3/3$ reaches about $0.4$ rad at the edge.

\subsection{What a real foil changes}

Irradiation of nickel with its own ions at MeV energies is used to study radiation damage. The value of $20$ MeV serves here as an example. In a real foil the assumption of a single undisturbed collision can fail, because other atoms also deflect the nuclei on their way. A size for this deflection follows from the impact parameter that is met about once along the path, $n\pi b^2\ell=1$, with $n\simeq90$ nm$^{-3}$ from a lattice constant of about $0.35$ nm. Here $\ell=\tfrac12(1+\sqrt2)$ times the foil thickness, for a collision at mid-depth and an exit at $45^\circ$. The deflection was computed in the universal Ziegler--Biersack--Littmark screened potential at the outgoing energy $T/2$. Expressed as an error in $\theta$, it is $0.066^\circ$ for a foil of $2$ nm and $1.9^\circ$ for one of $100$ nm. The Moli\`ere screening function gives $0.07$--$0.08^\circ$ and $1.8$--$1.9^\circ$, and using $T/2$ for the whole path overstates the deflection on the incoming part. The first is below the half-width of $0.214^\circ$; the second exceeds two fringe spacings. These are typical sizes and not bounds. For randomly placed atoms at least one closer passage, with a larger deflection, occurs with probability $1-e^{-1}\simeq0.63$, and the deflections from all passages add. Even the $2$ nm foil therefore weakens the fringes noticeably. If $1.9^\circ$ were the full width of a uniform spread, (\ref{eq:avg}) would leave an interference term of at most $1/(\eta w)\simeq0.14$. The real spread is wider, since $1.9^\circ$ is a typical single deflection to either side. Adding the deflections by randomly placed atoms along both parts of the path and averaging over the depth of the collision gives a ratio at $90^\circ$ of roughly $1.7$ for $2$ nm, $1.15$ for $10$ nm and $1.00$ for $100$ nm. A $2$ nm foil is fewer than six lattice constants thick, far thinner than the layer such ions penetrate. For slowing down and damage in bulk nickel, where many angles are averaged, this model supports the use of the classical sum.

\subsection{Smaller corrections and conditions for interference}

\emph{Screening.} In the same screened potential the classical cross section at $90^\circ$ is $1.3\%$ below the bare value. The fringe spacing, taken as $\pi/(kb)$ from the ray argument, grows by $0.6\%$. Both figures depend on the screening function: the Moli\`ere function with the Lindhard or Firsov length gives $1.5$--$1.7\%$ and $0.7$--$0.8\%$. The factor two is untouched, because the screened force between the nuclei is still central.

\emph{Nuclear forces, relativity, heat.} The closest approach at $90^\circ$ is $136$ fm, against a rough contact distance of $9$ fm. The ratio of ion energy to rest energy is $3.7\times10^{-4}$. Thermal motion of the target at $300$ K tilts the line of approach by about $0.0015^\circ$. At a detector fixed at $45^\circ$ this tilt leaves $\theta$ unchanged to first order, because the sideways drift of the centre of mass compensates it. Motion along the beam with speed $u_z$ shifts $\theta$ by $2u_z/v\simeq0.003^\circ$, far less than a fringe.

\emph{Other isotopes.} A $^{58}$Ni ion and a nucleus of another nickel isotope are not identical, and their intensities add classically. If a share of about $0.68$ of the foil is $^{58}$Ni, roughly the natural value, and small differences in cross section are ignored, the ratio at $90^\circ$ becomes about $1+0.68=1.68$.

\emph{Electrons.} Let $\chi$ and $\chi'$ be the normalized electronic states left behind by the two histories. The interference term is then multiplied by their overlap, and at $90^\circ$ the ratio becomes $1+\operatorname{Re}\langle\chi|\chi'\rangle$. It would fall to one if the electrons recorded which nucleus went where. They respond to the nuclear charges, however, and these are equal. Far from the collision the relative positions of the two charges differ between the histories by $2b\simeq113$ fm, which is $0.06$ of the K-shell radius estimated as the Bohr radius divided by $Z$. At closest approach the difference is largest, $\sqrt2\times136\simeq193$ fm, or about $0.10$ of that radius. If the K shell has by then contracted around the combined charge $2Z$, its radius is half as large and the ratio is about $0.20$. These ratios suggest an overlap near one, but they compare sizes and are not a bound on the loss.

The numerical output lists the main quantities used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Test eta for Coulomb wave: 1.3
Wave-equation relative residual: 4.7e-08
Far-field amplitude relative error: 4.3e-05
Even-partial-wave relative error: 3.7e-13
Lattice 90 deg, labelled probability: 0.095093
Lattice 90 deg, boson probability: 0.190186
Lattice oblique, labelled probability: 0.018853
Lattice oblique, boson probability: 0.028706
Nuclear charge Z: 28
Nuclear mass: 57.94 u
Ion energy (lab): 20.0 MeV
Centre-of-mass energy: 10.0 MeV
Ion speed / light speed: 0.02722
Sommerfeld parameter eta: 210.15
Relative wave number k: 3.7230 1/fm
Lab angle at 90 deg cm: 45.0 deg
Energy share of each nucleus: 0.50
Impact parameter for 90 deg: 56.45 fm
Closest approach at 90 deg: 136.3 fm
Single Rutherford term, 90 deg: 31.86 b/sr
Same from classical orbits: 31.86 b/sr
Classical sum, 90 deg: 63.72 b/sr
Boson intensity, 90 deg: 127.45 b/sr
Boson / classical, 90 deg: 2.0000
Offset where ratio is 1 (cm): 0.2141 deg
Fringe spacing (cm): 0.8565 deg
Ratio at first dark fringe: 1.1e-04
Detector full width (lab): 0.10 deg
Detector-averaged ratio: 1.9127
Narrow-window formula: 1.9127
Wide window (cm): 20.0 deg
Wide-window ratio: 0.9868
Screening length: 10886 fm
Screened / bare cross section: 0.9873
Screened / bare fringe spacing: 1.0063
Rough nuclear contact distance: 9.3 fm
Ion energy / rest energy: 3.7e-04
Target temperature: 300 K
Thermal tilt: 0.0015 deg
Rough 58Ni share in natural Ni: 0.68
Rough 90 deg ratio, natural foil: 1.68
Rough fcc-Ni lattice constant: 0.352 nm
Atomic density: 91.7 1/nm^3
Blur, 2 nm foil (cm): 0.066 deg
Blur, 100 nm foil (cm): 1.911 deg
History separation 2b: 112.9 fm
K-shell radius estimate: 1890 fm
2b / K-shell radius: 0.060
\end{verbatim}
